**Six-Gaussian fit of the Slater geminal: zeros, signs and cusp residual**

The program fits f(r) = exp(-r), with r the interelectronic distance in bohr, by F(r) = Σ c_i exp(-α_i r²) with weight r² exp(-2r²), and studies the residual D = f - F. It finds the optimum by least squares on a quadrature grid and again by Newton's method on closed-form stationarity equations, and asserts that the two agree. For every fit with n Gaussians it asserts that D has 2n zeros, that all c_i are positive with a sum below 1, and that the slope of D at r = 0 is -1 within the finite-difference tolerance. It also asserts the closed-form moments, the positive Laplace representation behind the bound on the zeros, and the short-distance bracket for D. For six Gaussians the output gives D(0) = 0.0182 and a first zero at 0.0331 bohr. Damping the weight at long range lowers D(0) but raises the error beyond 3 bohr. The integral of r²F'² is 2.9% too large, and the region of the missed cusp contributes very little to the integrated squared slope error.

## Numerical check

```python
# Weighted least-squares fit of the Slater geminal f(r) = exp(-r), r in bohr, by
# F(r) = sum_i c_i exp(-alpha_i r^2), with weight w(r) = r^power exp(-damping r^2).
# Result under test: at the optimum with n Gaussians the residual D = f - F has
# exactly 2n zeros, all c_i > 0, sum(c_i) < 1, and D'(0+) = -1 whatever n is.
# The optimum is found twice: by variable projection on a quadrature grid, and by
# Newton's method on the stationarity equations written with closed-form moments.
import numpy as np
import mpmath as mp
from scipy.optimize import least_squares, brentq

mp.mp.dps = 30

# quadrature in ln(r), used for every integral taken from its definition
nodes, node_weights = np.polynomial.legendre.leggauss(600)
low, high = np.log(1e-10), np.log(40.0)
r = np.exp(0.5 * (high - low) * nodes + 0.5 * (high + low))
dr = 0.5 * (high - low) * node_weights * r


def residual(x, alpha, c):
    return np.exp(-x) - np.exp(-np.multiply.outer(x**2, alpha)) @ c


def fit_slope(x, alpha, c):
    return -2 * x * (np.exp(-np.multiply.outer(x**2, alpha)) @ (c * alpha))


def residual_slope(x, alpha, c):
    return -np.exp(-x) - fit_slope(x, alpha, c)


def projected_fit(start, power, damping):
    """Minimise over ln(alpha); the c_i are eliminated by linear least squares."""
    root = np.sqrt(dr * r**power * np.exp(-damping * r**2))

    def solve(log_alpha):
        g = np.exp(-np.outer(r**2, np.exp(log_alpha)))
        c = np.linalg.lstsq(root[:, None] * g, root * np.exp(-r), rcond=None)[0]
        return c, root * (np.exp(-r) - g @ c)

    sol = least_squares(lambda q: 1e3 * solve(q)[1], np.log(start), jac='3-point',
                        xtol=1e-14, ftol=1e-14, gtol=1e-14)
    c, err = solve(sol.x)
    order = np.argsort(sol.x)
    return np.exp(sol.x)[order], c[order], err @ err


def gauss_moment(n, p):
    """Integral of r^n exp(-p r^2) over r > 0."""
    half = mp.mpf(n + 1) / 2
    return mp.gamma(half) / (2 * p**half)


def slater_moment(n, p, gamma=1):
    """Integral of r^n exp(-p r^2 - gamma r) over r > 0."""
    p, gamma = mp.mpf(p), mp.mpf(gamma)
    if p == 0:
        return mp.factorial(n) / gamma**(n + 1)
    b = [mp.sqrt(mp.pi / p) / 2 * mp.exp(gamma**2 / (4 * p))
         * mp.erfc(gamma / (2 * mp.sqrt(p)))]
    b.append((1 - gamma * b[0]) / (2 * p))
    for k in range(2, n + 1):
        b.append(((k - 1) * b[k - 2] - gamma * b[k - 1]) / (2 * p))
    return b[n]


def stationary_fit(alpha0, c0, power, damping):
    """Newton solution of the 2n stationarity equations; returns alpha, c, J."""
    n = len(alpha0)

    def equations(*v):
        c, a = v[:n], [mp.exp(q) for q in v[n:]]
        out = []
        for k in (power, power + 2):
            for ai in a:
                p = damping + ai
                value = mp.fsum(cj * gauss_moment(k, p + aj) for cj, aj in zip(c, a))
                value -= slater_moment(k, p)
                out.append(value * p**(mp.mpf(k + 1) / 2))
        return out

    start = [mp.mpf(float(q)) for q in (*c0, *np.log(alpha0))]
    v = list(mp.findroot(equations, start, tol=1e-22, maxsteps=40))
    c, a = v[:n], [mp.exp(q) for q in v[n:]]
    objective = slater_moment(power, damping, 2) - mp.fsum(
        ci * slater_moment(power, damping + ai) for ci, ai in zip(c, a))
    return (np.array([float(q) for q in a]), np.array([float(q) for q in c]),
            float(objective))


scan = np.geomspace(1e-6, 60.0, 60001)


def residual_zeros(alpha, c):
    sign = np.sign(residual(scan, alpha, c))
    places = np.nonzero(sign[1:] * sign[:-1] < 0)[0]
    return np.array([brentq(residual, scan[k], scan[k + 1], args=(alpha, c))
                     for k in places])


def complete_fit(n, power, damping):
    """Both roads to the optimum, then the tests that hold for every weight and n."""
    a_grid, c_grid, j_grid = projected_fit(0.25 * 4.0**np.arange(n), power, damping)
    alpha, c, objective = stationary_fit(a_grid, c_grid, power, damping)
    assert np.allclose(alpha, a_grid, rtol=1e-3)
    assert np.allclose(c, c_grid, rtol=1e-3)
    assert abs(objective / j_grid - 1) < 1e-5
    zeros = residual_zeros(alpha, c)
    assert len(zeros) == 2 * n
    assert np.all(c > 0) and c.sum() < 1
    assert zeros[0] > 1 - c.sum()
    step = 1e-6
    slope0 = (residual(step, alpha, c) - residual(0.0, alpha, c)) / step
    assert abs(slope0 + 1) < 1e-3
    return alpha, c, objective, zeros, slope0


# closed-form moments against direct quadrature
for n_test in (0, 2, 4):
    for p_test in (0.7, 3.0, 40.0):
        for g_test in (1, 2):
            direct = np.sum(dr * r**n_test * np.exp(-p_test * r**2 - g_test * r))
            assert abs(direct / float(slater_moment(n_test, p_test, g_test)) - 1) < 1e-8
        direct = np.sum(dr * r**n_test * np.exp(-p_test * r**2))
        assert abs(direct / float(gauss_moment(n_test, mp.mpf(p_test))) - 1) < 1e-8

# main fit: weight r^2 exp(-2 r^2), six Gaussians
alpha, c, objective, zeros, slope0 = complete_fit(6, 2, 2)
other_starts = [(0.1, 5.0), (0.4, 3.0), (0.15, 4.5)]
for first, ratio in other_starts:
    j_other = projected_fit(first * ratio**np.arange(6), 2, 2)[2]
    assert abs(j_other / objective - 1) < 1e-5


# positive Laplace density of exp(-sqrt(x)), and the operator prod (d/dx+alpha)^2
def laplace_integral(x, factor):
    def integrand(s):
        t = mp.exp(s)
        density = t**mp.mpf(-1.5) * mp.exp(-1 / (4 * t)) / (2 * mp.sqrt(mp.pi))
        return t * density * factor(t) * mp.exp(-t * x)
    return mp.quad(integrand, [-6, -3, -1, 0, 1, 2, 3, 4, 5, 6.5])


def squared_product(t):
    return mp.fprod((t - mp.mpf(float(a)))**2 for a in alpha)


def residual_of_square(x):
    return mp.exp(-mp.sqrt(x)) - mp.fsum(
        mp.mpf(float(ci)) * mp.exp(-mp.mpf(float(ai)) * x) for ci, ai in zip(c, alpha))


for x_test in (1, 4):
    assert abs(laplace_integral(x_test, lambda t: 1) - mp.exp(-mp.sqrt(x_test))) < 1e-12
operator = np.poly(-np.repeat(alpha, 2))[::-1]
series = mp.taylor(residual_of_square, mp.mpf(1), 12)
applied = mp.fsum(mp.mpf(float(operator[k])) * mp.factorial(k) * series[k]
                  for k in range(13))
positive = laplace_integral(1, squared_product)
assert positive > 0 and abs(applied / positive - 1) < 1e-8

# short-distance expansion with its rigorous bracket
d0 = 1 - c.sum()
curvature = 0.5 + c @ alpha
for x in (0.002, 0.005, 0.01):
    quadratic = d0 - x + curvature * x**2
    margin = x**3 / 6 + 0.5 * (c @ alpha**2) * x**4
    assert quadratic - margin - 1e-14 <= residual(x, alpha, c) <= quadratic + 1e-14

# kinetic-type integral and the share of its error inside the missed cusp
pair = np.add.outer(alpha, alpha)
m4 = np.array([[float(gauss_moment(4, mp.mpf(float(q)))) for q in row] for row in pair])
kinetic = (c * alpha) @ (4 * m4) @ (c * alpha)
kinetic_direct = np.sum(dr * r**2 * fit_slope(r, alpha, c)**2)
assert abs(kinetic / kinetic_direct - 1) < 1e-9
kinetic_exact = np.sum(dr * r**2 * np.exp(-2 * r))
assert abs(kinetic_exact - 0.25) < 1e-10
r_slope = brentq(residual_slope, zeros[0], zeros[1], args=(alpha, c))
slope_error = np.sum(dr * r**2 * residual_slope(r, alpha, c)**2)
inner_r = 0.5 * r_slope * (nodes + 1)
inner_error = np.sum(0.5 * r_slope * node_weights * inner_r**2
                     * residual_slope(inner_r, alpha, c)**2)

# what the weight does
plain = complete_fit(6, 2, 0)
no_volume = complete_fit(6, 0, 2)


def far_error(fit):
    x = np.linspace(3, 30, 20001)
    return np.max(np.abs(residual(x, fit[0], fit[1])))


main = (alpha, c, objective, zeros, slope0)
assert 1 - no_volume[1].sum() < d0 < 1 - plain[1].sum()
assert no_volume[3][0] < zeros[0] < plain[3][0]
assert far_error(main) > far_error(plain)

# number of Gaussians
family = {n: complete_fit(n, 2, 2) for n in (3, 4, 5)}
family[6] = main
offsets = [1 - family[n][1].sum() for n in (3, 4, 5, 6)]
assert all(b < a for a, b in zip(offsets, offsets[1:]))

print("Fit of exp(-r), weight r^2 exp(-2 r^2), 6 Gaussians")
print(" i   alpha_i (bohr^-2)   c_i")
for i in range(6):
    print(f" {i + 1}   {alpha[i]:14.6f}   {c[i]:.7f}")
print(f"sum of c_i = {c.sum():.7f}")
print(f"minimum J = {objective:.5e} bohr^3")
print(f"rms weighted error sqrt(J/int w) = "
      f"{np.sqrt(objective / float(gauss_moment(2, mp.mpf(2)))):.4e}")
print(f"other starts reaching the same J: {len(other_starts)}")
print(f"number of zeros of D = {len(zeros)}")
print("zeros (bohr):", " ".join(f"{z:.4f}" for z in zeros[:6]))
print("             ", " ".join(f"{z:.4f}" for z in zeros[6:]))
edges = np.append(zeros, 60.0)
peaks = []
for left, right in zip(edges[:-1], edges[1:]):
    values = residual(np.linspace(left, right, 20001), alpha, c)
    peaks.append(values[np.argmax(np.abs(values))])
print("extrema of D after each zero:")
for k in (0, 4, 8):
    print("  ", " ".join(f"{q:+.3e}" for q in peaks[k:k + 4]))
print("r (bohr)  exp(-r)    F(r)       D(r)        D'(r) (bohr^-1)")
for x in (0.0, 0.01, 0.02, 0.05, 0.1, 0.2, 0.5, 1.0, 2.0, 3.0, 5.0):
    d = residual(x, alpha, c)
    print(f"{x:5.2f}   {np.exp(-x):.6f}   {np.exp(-x) - d:.6f}   {d:+.3e}   "
          f"{residual_slope(x, alpha, c):+.5f}")
print(f"D(0) = {d0:.6f}")
print(f"one-sided difference slope of D at 0 = {slope0:.5f} bohr^-1")
print(f"r^2 coefficient of D = {curvature:.4f} bohr^-2")
print(f"first zero r_1 = {zeros[0]:.5f} bohr")
print(f"slopes first agree at r = {r_slope:.5f} bohr")
print(f"int r^2 F'^2 dr = {kinetic:.7f} bohr (exact {kinetic_exact:.7f})")
print(f"relative deviation = {kinetic / kinetic_exact - 1:+.3e}")
print(f"int r^2 D'^2 dr = {slope_error:.4e} bohr")
print(f"  part inside first slope match = {inner_error:.4e} bohr")
print("weight            D(0)       r_1 (bohr)  max|D|, r>=3 bohr")
for name, fit in (("r^2 exp(-2r^2)", main), ("r^2           ", plain),
                  ("exp(-2r^2)    ", no_volume)):
    print(f"{name}   {1 - fit[1].sum():.6f}   {fit[3][0]:.6f}   {far_error(fit):.3e}")
print("n   D(0)       r_1 (bohr)  slope of D at 0 (bohr^-1)")
for n, fit in family.items():
    print(f"{n}   {1 - fit[1].sum():.6f}   {fit[3][0]:.6f}   {fit[4]:.4f}")
print("success")
```

It prints:

```
Fit of exp(-r), weight r^2 exp(-2 r^2), 6 Gaussians
 i   alpha_i (bohr^-2)   c_i
 1         0.220861   0.3144421
 2         1.004107   0.3036978
 3         3.621695   0.1680674
 4        12.164921   0.0981135
 5        45.870426   0.0602444
 6       254.402266   0.0372622
sum of c_i = 0.9818274
minimum J = 6.77728e-10 bohr^3
rms weighted error sqrt(J/int w) = 6.5772e-05
other starts reaching the same J: 3
number of zeros of D = 12
zeros (bohr): 0.0331 0.0761 0.1308 0.2030 0.2973 0.4172
              0.5675 0.7534 0.9813 1.2602 1.6060 2.0596
extrema of D after each zero:
   -1.155e-03 +4.571e-04 -2.338e-04 +1.298e-04
   -8.132e-05 +5.622e-05 -4.374e-05 +3.982e-05
   -4.509e-05 +7.102e-05 -1.975e-04 +9.437e-03
r (bohr)  exp(-r)    F(r)       D(r)        D'(r) (bohr^-1)
 0.00   1.000000   0.981827   +1.817e-02   -1.00000
 0.01   0.990050   0.980398   +9.652e-03   -0.70671
 0.02   0.980199   0.976258   +3.941e-03   -0.44238
 0.05   0.951229   0.952376   -1.147e-03   +0.01048
 0.10   0.904837   0.904384   +4.530e-04   -0.00355
 0.20   0.818731   0.818750   -1.946e-05   +0.00670
 0.50   0.606531   0.606478   +5.298e-05   -0.00038
 1.00   0.367879   0.367889   -9.488e-06   -0.00050
 2.00   0.135335   0.135449   -1.133e-04   +0.00147
 3.00   0.049787   0.043116   +6.671e-03   +0.00752
 5.00   0.006738   0.001258   +5.480e-03   -0.00396
D(0) = 0.018173
one-sided difference slope of D at 0 = -0.99999 bohr^-1
r^2 coefficient of D = 14.9196 bohr^-2
first zero r_1 = 0.03313 bohr
slopes first agree at r = 0.04840 bohr
int r^2 F'^2 dr = 0.2572762 bohr (exact 0.2500000)
relative deviation = +2.910e-02
int r^2 D'^2 dr = 1.2018e-03 bohr
  part inside first slope match = 1.8573e-06 bohr
weight            D(0)       r_1 (bohr)  max|D|, r>=3 bohr
r^2 exp(-2r^2)   0.018173   0.033134   9.437e-03
r^2              0.060385   0.110288   6.058e-05
exp(-2r^2)       0.003066   0.004198   2.143e-02
n   D(0)       r_1 (bohr)  slope of D at 0 (bohr^-1)
3   0.070119   0.126912   -1.0000
4   0.042518   0.077338   -1.0000
5   0.027247   0.049646   -1.0000
6   0.018173   0.033134   -1.0000
success
```
